# Bulk-Trap Contribution to the Gate-Dielectric Voltage of a Hollow Cylindrical Channel

## The form of the answer from symmetry

A hollow polysilicon channel fills the region $R_i<r<R_o$ around a neutral oxide core. Dielectric layers surround the channel, and a cylindrical gate begins at $r=R_g$. Acceptor-like traps of density $N$ are spread evenly through the polysilicon, and each holds one electron. With $q>0$ the elementary charge, the trapped charge density is $-qN$. The structure is taken as long and uniform along its axis, so the field is radial and depends on $r$ alone.

These symmetries nearly fix the result. Outside the channel, the field knows of the traps through their charge per unit length and nothing else. For uniform filling this charge is the density times the area of an annulus,

$$\lambda_t=-qN\,\pi\left(R_o^2-R_i^2\right). \tag{1}$$

Poisson's equation is linear, so the voltage that this charge causes across the dielectric is proportional to $\lambda_t$. The constant of proportionality is an inverse capacitance per length, which can depend only on the radii and permittivities of the layers between $R_o$ and $R_g$. Hence

$$V_t=\frac{|\lambda_t|}{C'}\propto N\left(R_o^2-R_i^2\right)\quad\text{at fixed } C'. \tag{2}$$

The condition matters. The outer radius $R_o$ is also the inner edge of the dielectric, so changing it generally changes $C'$. What remains is to find $C'$, trace the sign, and establish when the traps really are uniformly charged.

## The field

Let $\psi$ be the electrostatic potential and $E=-d\psi/dr$ the radial field, positive when it points outward. Gauss's law for a coaxial cylinder of radius $r$ and length $L$ reads

$$2\pi rL\,\varepsilon(r)E(r)=L\,\lambda(r), \tag{3}$$

where $\lambda(r)$ is the charge per length inside $r$. The end faces carry no flux because the field has no axial component.

In the core $\lambda=0$, so $E=0$ for $r<R_i$. In the film, with permittivity $\varepsilon_s$, the enclosed charge is

$$\lambda(r)=-qN\int_{R_i}^{r}2\pi r'\,dr'=-\pi qN\left(r^2-R_i^2\right).$$

Dividing by $2\pi\varepsilon_s r$ gives

$$E(r)=-\frac{qN}{2\varepsilon_s}\left(r-\frac{R_i^2}{r}\right),\qquad R_i<r<R_o. \tag{4}$$

Beyond $R_o$ the enclosed trapped charge stays at the value (1). In dielectric layer $k$, with permittivity $\varepsilon_k$,

$$E(r)=\frac{\lambda_t}{2\pi\varepsilon_k r}=-\frac{qN\left(R_o^2-R_i^2\right)}{2\varepsilon_k r}. \tag{5}$$

The field points inward, toward the negative charge. It jumps at each interface by the ratio of permittivities, while $\varepsilon E$ is continuous there.

Other charges may be present: mobile electrons, interface charge, and charge stored in the nitride of a memory cell. Each adds its own term to $\lambda(r)$ in (3), and so its own term to the dielectric voltage. The contribution of the bulk traps is the term computed here, with the other charges held fixed.

## The dielectric voltage

Let the layer boundaries be $r_0=R_o,\ r_1,\dots,r_n=R_g$. The dielectric voltage is defined as the potential of the gate side minus that of the channel side. From (5),

$$V_t=\psi(R_g)-\psi(R_o)=-\int_{R_o}^{R_g}E\,dr
=\frac{qN\left(R_o^2-R_i^2\right)}{2}\sum_{k=1}^{n}\frac{1}{\varepsilon_k}\int_{r_{k-1}}^{r_k}\frac{dr}{r}.$$

Each integral is a logarithm, so

$$V_t=\frac{qN}{2}\left(R_o^2-R_i^2\right)S,\qquad S=\sum_{k=1}^{n}\frac{1}{\varepsilon_k}\ln\frac{r_k}{r_{k-1}}. \tag{6}$$

Comparison with (1) and (2) gives $C'=2\pi/S$, the capacitance per length of coaxial layers in series. The sign is positive: the gate must be raised to hold negative charge in the channel.

At fixed $N$, $R_o$ and dielectric stack, (6) is strictly proportional to $R_o^2-R_i^2$ as $R_i$ varies. The proportionality also holds if every radius is multiplied by the same factor, because the logarithms depend on ratios. It fails if $R_o$ changes while the layer thicknesses stay fixed, since $S$ then changes as well.

The squared radii come from the uniform density. The outside field needs less: any axisymmetric distribution with the same total $\lambda_t$ gives the same $V_t$. For a density $N(r)$, the product $N(R_o^2-R_i^2)$ in (6) is replaced by $2\int_{R_i}^{R_o}N(r)\,r\,dr$.

## Two limits

For a solid channel, $R_i=0$. At the same $N$, $R_o$ and stack, and with all traps charged in both cases,

$$\frac{V_t(\text{hollow})}{V_t(\text{solid})}=1-\frac{R_i^2}{R_o^2}. \tag{7}$$

Removing the centre of a pillar therefore saves less voltage than the removed fraction of the radius suggests, because the centre holds little area.

For the planar limit, write the film thickness as $d=R_o-R_i$. Then

$$R_o^2-R_i^2=(R_o-R_i)(R_o+R_i)=2R_od\left(1-\frac{d}{2R_o}\right).$$

If layer $k$ has thickness $t_k$ and the whole stack is thin compared with $R_o$, then $\ln(r_k/r_{k-1})\approx t_k/R_o$. When $d\ll R_o$ as well, the factors of $R_o$ cancel:

$$V_t\to qNd\sum_k\frac{t_k}{\varepsilon_k}. \tag{8}$$

This is the sheet charge $qNd$ divided by the planar capacitance per area. In this limit the voltage is linear in film thickness.

## The potential drop inside the film

The traps also bend the potential within the polysilicon. Integrating (4) gives

$$\Delta\psi=\psi(R_o)-\psi(R_i)=\frac{qN}{2\varepsilon_s}\int_{R_i}^{R_o}\left(r-\frac{R_i^2}{r}\right)dr$$

$$\phantom{\Delta\psi}=\frac{qN}{4\varepsilon_s}\left[R_o^2-R_i^2-2R_i^2\ln\frac{R_o}{R_i}\right]. \tag{9}$$

The logarithm breaks the proportionality to $R_o^2-R_i^2$. For a thin film, put $x=d/R_i$. The bracket is $R_i^2[2x+x^2-2\ln(1+x)]\approx2R_i^2x^2$, so $\Delta\psi\approx qNd^2/2\varepsilon_s$, quadratic in thickness. For a solid pillar, $\Delta\psi=qNR_o^2/4\varepsilon_s$.

This drop is not part of the dielectric voltage. Nor does it add directly to the threshold voltage, if threshold is defined by a chosen electron density $n_s$ at $r=R_o$. That choice fixes the conduction edge at $R_o$ relative to the Fermi level. With the gate material and all other fixed charges unchanged, the gate voltage can then differ only through the dielectric voltage. Let $V_m$ be the dielectric voltage due to mobile electrons. Introducing the traps shifts the threshold by

$$\Delta V_G=V_t+V_m(\text{with traps})-V_m(\text{without traps}). \tag{10}$$

The film drop enters through $V_m$, because it pushes electrons out of the inner part of the film.

## When the traps are uniformly charged

The drop (9) sets the limit of the uniform-charge assumption. The energy of an electron is $-q\psi$ plus a constant, and $\psi$ falls toward the inner wall. The trap level $E_t$ therefore rises toward the Fermi level $E_F$ as one moves inward. For a single level with unit degeneracy factor, the filled fraction is

$$f(r)=\frac{1}{1+\exp\{-[\Delta_0-q(\psi(R_o)-\psi(r))]/kT\}}, \tag{11}$$

where $\Delta_0=E_F-E_t$ at $r=R_o$. The inner wall is the worst place, so nearly complete filling at every radius requires

$$\Delta_0-q\,\Delta\psi\gg kT. \tag{12}$$

If the trap lies an energy $E_d$ below the conduction edge, and the electrons obey Boltzmann statistics with band density of states $N_c$, then the edge lies $kT\ln(N_c/n_s)$ above $E_F$ at the outer surface. Hence

$$\Delta_0=E_d-kT\ln\frac{N_c}{n_s}. \tag{13}$$

When (12) fails, Gauss's law still holds, but the charge in it must be found together with the potential.

## A worked cell

Take $R_o=30$ nm, $R_i=20$ nm and $N=2\times10^{18}$ cm$^{-3}$, which is $2\times10^{-3}$ nm$^{-3}$. The dielectric is 5 nm of oxide, 6 nm of nitride and 7 nm of oxide, with relative permittivities 3.9, 7.5 and 3.9. The gate is at $R_g=48$ nm. With $\varepsilon_0$ the vacuum permittivity,

$$\varepsilon_0S=\frac{\ln(35/30)}{3.9}+\frac{\ln(41/35)}{7.5}+\frac{\ln(48/41)}{3.9}$$

$$\phantom{\varepsilon_0S}=0.0395+0.0211+0.0404=0.1010.$$

The area term is $900-400=500$ nm$^2$, and $q/\varepsilon_0=18.095$ V nm. Equation (6) gives

$$V_t=\tfrac12(18.095)(2\times10^{-3})(500)(0.1010)\ \text{V}=0.914\ \text{V}.$$

The same number follows from $|\lambda_t|=5.03\times10^{-10}$ C/m divided by $C'=5.51\times10^{-10}$ F/m.

Now vary $R_i$ at fixed $R_o$, stack and trap density, with all traps charged:

| $R_i$ (nm) | $R_o^2-R_i^2$ (nm²) | $V_t$ (V) |
|---:|---:|---:|
| 0 | 900 | 1.646 |
| 15 | 675 | 1.234 |
| 20 | 500 | 0.914 |
| 25 | 275 | 0.503 |

Halving the film from 10 to 5 nm leaves 55% of the voltage, not half, because the remaining outer part has the larger circumference.

Changing $R_o$ behaves differently. Keep the film at 10 nm and the layer thicknesses fixed, and raise $R_o$ from 30 to 40 nm. The area term grows by a factor of 1.40, but $V_t$ rises from 0.914 to 1.012 V, a factor of 1.11. The larger dielectric cylinder has more capacitance per length.

The planar expression (8) would give 1.40 V for the original cell, so the cylindrical value is 0.65 of it. Two factors make up this ratio. The smaller area of the film contributes $1-d/2R_o=0.83$. The spreading of the field in the dielectric contributes $R_oS/\sum_k(t_k/\varepsilon_k)=0.78$.

For the film drop, take a relative permittivity of 11.7. Equation (9) gives

$$\Delta\psi=\frac{(18.095)(2\times10^{-3})}{4(11.7)}\left[500-800\ln1.5\right]\text{V}=0.136\ \text{V}.$$

To see the different roles of $\Delta\psi$ and $V_t$, squeeze the same charge per length into $20<r<25$ nm. The local density rises by $500/225$. The drop is now (9) for the charged shell plus a logarithmic drop across the uncharged part of the film:

$$\Delta\psi=\frac{q}{4\varepsilon_s}\left(\frac{500N}{225}\right)[225-800\ln1.25]+\frac{500\,qN}{2\varepsilon_s}\ln\frac{30}{25}=0.221\ \text{V}.$$

The dielectric voltage remains 0.914 V.

## Filling and threshold in the worked cell

Let the traps lie 0.55 eV below the conduction edge at 300 K, where $kT=0.0259$ eV. Choose $n_s=10^{17}$ cm$^{-3}$ as the threshold density. A rough density-of-states mass $m=1.08\,m_e$ gives $N_c=2(2\pi mkT/h^2)^{3/2}=2.82\times10^{19}$ cm$^{-3}$. The ratio $n_s/N_c=0.0036$ is small enough for Boltzmann statistics. Equation (13) yields $\Delta_0=0.404$ eV, so the margin at the inner wall is $0.404-0.136=0.268$ eV, about ten times $kT$.

The filled fraction was also computed by solving the radial Poisson equation with (11) and Boltzmann electrons. The equation was integrated outward from the inner wall, and the starting potential was adjusted until the required potential was reached at $R_o$. For $R_i=20$ nm, the traps are full to within 0.01% at 300 K, and 99.98% full at 358 K. For $R_i=15$ nm at 300 K, the fraction is 99.8%.

The solid pillar is different. Full charging would require a drop of 0.696 V, more than the available 0.404 eV can support. The computed filling is 84.5%, which lowers the dielectric voltage from the tabulated 1.65 V to about 1.39 V. The first row of the table is thus a fixed-charge result, not the equilibrium state of this trap level.

A shallow level fails even in the hollow film. At a depth of 0.15 eV, $\Delta_0$ is only about 0.004 eV. Roughly half the traps are filled at the outer surface, and 31.9% over the whole film. The charge is neither complete nor uniform, and $V_t$ falls to about 0.29 V.

For the deep level in the original cell, mobile electrons at threshold carry 0.65% as much charge as the traps, so $V_m$ is about 0.006 V. Without traps the electrons spread farther into the film, and $V_m=0.040$ V. Equation (10) then gives

$$\Delta V_G=0.914+0.006-0.040=0.880\ \text{V},$$

which is 3.7% below $V_t$. The sign of this correction depends on the definition of threshold. A constant-current criterion is closer to fixing the mobile charge per length. The $V_m$ terms then cancel, but the surface density must rise from $10^{17}$ to $6.9\times10^{17}$ cm$^{-3}$ to make up for the electrons pushed out of the inner film. This adds $(kT/q)\ln6.9=0.050$ V of surface potential, so $\Delta V_G=0.964$ V, 5.5% above $V_t$.

## Finite gates and real memory strings

The dimensions are rough typical values for a three-dimensional NAND string with a hollow channel. The trap density is a rough choice, and it depends strongly on how the polysilicon is made. While the traps remain full, $V_t$ is linear in $N$, so a factor of two in density is a factor of two in voltage. The film drop doubles as well, so condition (12) must be checked again. For the deep level at twice the density, the traps stay 99.9% full at $R_i=20$ nm. At $R_i=15$ nm they are only 86% full, and the voltage rises by a factor of 1.72. Real strings break the assumption of a continuous gate. To size this effect, Poisson's equation was solved by a finite-volume method in $r$ and $z$ for a repeating string of 30 nm gates and 20 nm oxide gaps. All gates were at one potential, the film was uniformly charged, and the gaps extended 40 nm beyond $R_g$, with no normal field at their outer edge. The mid-gate voltage is about 0.968 V, 5.9% above the long-gate value. The sharp gate corner makes the result converge slowly, and the last digit moves by about 0.001 V with the mesh. Reducing the film to $R_i=25$ nm in this geometry multiplies the voltage by 0.5495, against an area ratio of 0.5500. In this case the scaling survives although its coefficient changes.

Real traps are also discrete, and in polysilicon many sit at grain boundaries rather than evenly through the volume. Under one 30 nm gate the mean trap number is $N\pi(500\ \text{nm}^2)(30\ \text{nm})=94$. If the positions are independent, the number fluctuates by $1/\sqrt{94}$, or 10%. Treating each fluctuation as a uniform change of density gives a voltage spread of about 0.09 V. This estimate omits the effect of individual trap positions on the current path. It also ignores traps beyond the gate edges, which contribute to the mid-gate potential too. Averaging over this larger number makes the spread of the angle-averaged voltage smaller than 0.09 V. Weighting each independent trap by its contribution to the mid-gate potential of the string gives 0.057 V. At $R_i=25$ nm this weighted spread is 0.80 times as large, against $\sqrt{0.55}=0.74$ from the simple estimate. Within the simple estimate, the spread is proportional to $\sqrt{R_o^2-R_i^2}$ at fixed $N$, $R_o$, stack and gate length, because the mean voltage scales with the area and the relative fluctuation with its inverse square root. A thinner film then reduces both the mean shift and its spread, provided that thinning does not raise the trap density.

Two other effects deserve a rough estimate. By (5), the traps contribute 0.77 MV/cm to the oxide field at $R_o$, well below a rough oxide breakdown field of 10 MV/cm. The total field during programming is set mainly by the applied voltage and needs its own assessment. Confinement in a flat 10 nm well with hard walls gives a lowest energy $\pi^2\hbar^2/2md^2$ of 4 meV for a rough silicon mass of $0.92\,m_e$, and 20 meV for $0.19\,m_e$. These values suit a nearly flat film without traps. With the traps full, the film drop of 0.136 V presses the electrons toward the outer wall, and the lowest level lies roughly 0.07 or 0.10 eV above the conduction edge at $R_o$ for the same two masses. The classical electron density used here for threshold leaves this out. With hard walls the electron density vanishes at $R_o$, so a quantum treatment would have to define threshold differently, for example by the mobile charge per length. Confinement also raises the threshold without traps, so only the difference between the two cases would enter $\Delta V_G$; that correction is not included in the values above. As a rough size, take dilute electrons at fixed mobile charge per length, with two valleys of confinement mass $0.92\,m_e$ and four of $0.19\,m_e$. The shift then exceeds $V_t$ by about 0.08 V, against 0.05 V for classical electrons. Confinement does not alter (6) for a given trapped charge.
